Stable Evaluation of the Mayadas–Shatzkes Resistivity at Strong Grain-Boundary Scattering

**The problem**

A metal line a few tens of nanometres wide is cooled to a few kelvin. Lattice vibrations freeze out, and inside a clean grain an electron could travel micrometres before being scattered. The grain boundaries are still only tens of nanometres apart, so they can now scatter electrons far more often than the grain interiors do. The Mayadas–Shatzkes model describes this situation with a short closed formula. In this regime, however, the formula subtracts large, nearly equal numbers, and a computer may return a wrong or even negative conductivity. We derive the formula, find how its rounding error grows, and replace it by a series where needed.

**The model and its scattering parameter**

Assume a spherical Fermi surface with Fermi speed v_F, a bulk relaxation time τ, and a mean free path λ = v_F τ. The boundaries are flat planes normal to the current, with mean spacing D. They reflect electrons elastically and specularly, and successive reflections add without interference. Side walls are ignored for now. Let μ be the cosine of the angle between the electron's direction and the current axis.

Represent one boundary by the potential Γδ(x), and set β = mΓ/ħ², with m the electron mass. A wave with normal wavenumber k has reflected amplitude r and transmitted amplitude t. Continuity of the wave and the jump of its slope give

1 + r = t,
ikt − ik(1 − r) = 2βt.

Inserting r = t − 1 in the second equation gives 2ikt − 2ik = 2βt, so t = 1/(1 + iβ/k). The transmission probability is |t|² = 1/(1 + β²/k²), and the ratio of reflection to transmission is β²/k². Since k = k_F|μ|, with k_F the Fermi wavenumber, this ratio is

q/μ², where q = β²/k_F² = R_p/(1 − R_p),

and R_p is the reflection probability at normal incidence.

Next we turn a row of planes into a scattering rate. At one plane with reflection 𝓡 and transmission 𝓣 = 1 − 𝓡, let a and b be the right- and left-moving occupations on its left side, and a′ and b′ those on its right. Then

a′ = 𝓣a + 𝓡b′, b = 𝓡a + 𝓣b′.

The net flow is J = a − b = 𝓣(a − b′), and a′ − b′ has the same value. The drop across the plane is a − a′ = 𝓡(a − b′) = (𝓡/𝓣)J. If electrons instead reverse μ at a uniform rate W, then v_F|μ| da/dx = −W(a − b), and the drop over a distance D is WDJ/(v_F|μ|). Equating the two drops, with 𝓡/𝓣 = q/μ², gives

W = v_F q/(D|μ|).

The model uses this uniform rate in place of the discrete planes. The replacement is accurate when λ is much longer than D, and only approximate when the two are comparable.

In a uniform field, let g₊ and g₋ be the deviations from equilibrium at +μ and −μ, with μ > 0. The Boltzmann equation reads

g₊/τ + W(g₊ − g₋) = Cμ,
g₋/τ + W(g₋ − g₊) = −Cμ,

where C is proportional to the field. Adding the equations gives g₋ = −g₊, and the first then becomes (1/τ + 2W)g₊ = Cμ. The factor 2 appears because a reversal removes an electron from one direction and adds it to the opposite one. Define α by 2Wτ = α/|μ|. Then

g₊ = Cτμ/(1 + α/μ) = Cτμ²/(μ + α).

The current is proportional to the integral of μg₊ over 0 < μ < 1. Without boundaries that integral is Cτ/3. The ratio of the resistivity ρ₀ without boundaries to the resistivity ρ with them is therefore

S(α) = ρ₀/ρ = 3 ∫₀¹ μ³/(μ + α) dμ.

A convention matters here. The derivation for delta-barrier planes gives α = 2(λ/D)R_p/(1 − R_p). The customary definition, used below, is

α = (λ/D) R/(1 − R).

It lacks the factor 2, so R is a fitted parameter and not the normal-incidence reflection of such a plane. For example, R = 0.30 gives the same α as R_p = 0.1765. The function S(α) and its numerical evaluation do not depend on this choice.

**Closed form and weak-scattering limit**

Polynomial division gives

μ³/(μ + α) = μ² − αμ + α² − α³/(μ + α),

which is confirmed by (μ² − αμ + α²)(μ + α) = μ³ + α³. Integrating term by term,

S = 3[1/3 − α/2 + α² − α³ ln(1 + 1/α)].

As α → 0 the logarithmic term vanishes faster than α², so S = 1 − 3α/2 + 3α² + … and ρ/ρ₀ ≈ 1 + 3α/2. The leading term is then 1 and no strong cancellation occurs. The case α = 0 needs its own branch returning S = 1, because the formula contains 1/α.

**Why the closed form fails at large α**

For large α the terms α² and α³ ln(1 + 1/α) are both of order α², while their combination with the other terms leaves S/3 ≈ 1/(4α). Let u be the unit roundoff, the largest relative error in rounding one number: about 1.1 × 10⁻¹⁶ in double precision and 6.0 × 10⁻⁸ in single precision.

Suppose first that the logarithm is computed by log1p(x), a library function that evaluates ln(1 + x) without forming 1 + x. With x = 1/α, the few operations in α³ ln(1 + x) give a relative error of at most cu, where c is a modest constant. Because ln(1 + x) < x, the absolute error is below cuα². The polynomial part has an error of the same order when α ≥ 1.

To convert this into a relative error we need a lower bound on S. Since μ + α ≤ 1 + α,

S ≥ [3/(1 + α)] ∫₀¹ μ³ dμ = 3/[4(1 + α)].

Dividing the absolute error in S/3 by this bound on S/3 gives

relative error ≲ c′u · 4(1 + α)α²,

with another modest constant c′. The scale of the error grows as α³.

If the program forms 1 + 1/α first, the result is worse. Rounding turns the sum into (1 + 1/α)(1 + δ) with |δ| ≤ u, and the logarithm shifts by about δ. After multiplication by α³ and division by S/3 ≈ 1/(4α), this contributes a relative error of up to about 4α⁴u. Comparing the worst errors in α = 10² to 2 × 10² and 10⁴ to 2 × 10⁴, in double precision, gives growth exponents of 2.90 with log1p and 3.99 with the plain logarithm. A test required these to lie within 0.3 of 3 and 4.

The double-precision values show the progression. At α = 10⁴ the correct S is 7.499 × 10⁻⁵. The log1p version gives 7.497 × 10⁻⁵, and the plain version gives 1.080 × 10⁻⁴, which is 44 % too large. At α = 10⁵ the plain version is pure rounding noise; it happens to be negative there, as it is for about half of the nearby values of α. At α = 10⁶ the log1p version returns zero. Adjacent double-precision numbers near α² = 10¹² are 2⁻¹³ ≈ 1.2 × 10⁻⁴ apart, whereas the required difference S/3 is 2.5 × 10⁻⁷. A better logarithm cannot restore digits that the large terms have no room to store.

**The series**

For α > 1 we have μ/α < 1 over the whole range of integration, and

1/(μ + α) = (1/α) Σₖ (−μ/α)ᵏ, k = 0, 1, 2, …

Multiplying by 3μ³ and integrating μᵏ⁺³ gives

S = 3 Σₖ (−1)ᵏ/[(k + 4)αᵏ⁺¹]
 = 3/(4α) − 3/(5α²) + 1/(2α³) − …

The terms of order α², α and 1 have been removed algebraically, before any rounding takes place.

The terms alternate in sign and decrease in size, so the error after N terms is no larger than the first omitted term, 3/[(N + 4)αᴺ⁺¹]. Dividing by the lower bound on S gives

relative truncation error ≤ 4(1 + α)/[(N + 4)αᴺ⁺¹].

At α = 4 with N = 26 this bound is 20/(30 × 4²⁷) = 3.7 × 10⁻¹⁷, below the double-precision unit roundoff. It decreases further as α increases.

The sum is evaluated by Horner's rule with x = 1/α. Start from s_N = 0 and work downwards:

sₖ = 1/(k + 4) − x sₖ₊₁, k = N − 1, …, 0,
S = 3x s₀.

This recursion is itself free of strong cancellation. For x ≤ 1/4, induction gives 0 < sₖ ≤ 1/(k + 4) for every k < N: the amount subtracted is at most 1/[4(k + 5)], less than a quarter of 1/(k + 4). Each subtraction therefore leaves more than three quarters of its leading term.

**The algorithm and the choice of switch**

1. If α = 0, or if α is so small that 1/α overflows, return 1.
2. If 0 < α ≤ 4, evaluate the closed form with log1p(1/α).
3. If α > 4, evaluate 26 terms of the series by Horner's rule.

The switch balances two costs. A larger value would need fewer series terms but would let the cancellation error grow. A value close to 1 would make the series converge slowly. At α = 4 the error scale of the closed form is 4 × 5 × 16 u = 320u, or about 3.6 × 10⁻¹⁴.

Compared with high-precision quadrature of the defining integral, the largest relative error found was 4.3 × 10⁻¹⁴ at 40 points from α = 2 to 4, and 1.9 × 10⁻¹⁶ at 40 points from 4.01 to 8. A coarser sweep from 10⁻³ to 10⁸ gave 2.2 × 10⁻¹⁴. Rounding errors vary irregularly from point to point, and this sweep has only three points between 2 and 4, so it can miss the larger errors there. These are sampled errors, not bounds. Errors of this size are harmless for resistivities, but a finite-difference derivative with a small step amplifies them, both across the switch and in the range just below it.

In single precision the same switch leaves an error scale of 320u ≈ 2 × 10⁻⁵ just below α = 4. If that is too large, the switch can be moved to α = 2, where 20 terms have a truncation bound of 12/(24 × 2²¹) = 2.4 × 10⁻⁷. The closed form just below α = 2 then sets the accuracy: its error scale is 48u ≈ 3 × 10⁻⁶, and sampled errors reach about 6 × 10⁻⁶, against about 5 × 10⁻⁵ just below α = 4.

**The four-thirds law and its correction**

Write the series as

S = (3/4α)(1 − e), e = 4/(5α) − 2/(3α²) + …

Using 1/(1 − e) = 1 + e + e² + … and keeping terms through 1/α²,

1/(1 − e) = 1 + 4/(5α) + (16/25 − 2/3)/α² + …
 = 1 + 4/(5α) − 2/(75α²) + …

Multiplication by 4α/3 gives

ρ/ρ₀ = 4α/3 + 16/15 − 8/(225α) + …

The resistivity ratio thus approaches four thirds of α in the relative sense: the fractional error of the leading law is about 4/(5α). The absolute difference does not vanish but tends to 16/15 ≈ 1.0667. At α = 10 the ratio is 14.397 against 13.333, a difference of 1.063. At α = 1000 the difference is 1.0666.

The leading law has a direct physical reading. For free electrons of density n and charge magnitude Q,

ρ₀ = m v_F/(n Q² λ) = ħk_F/(n Q² λ),

so the product ρ₀λ depends on the density alone. Substituting α into ρ ≈ (4α/3)ρ₀ gives

ρ ≈ (4/3)(ρ₀λ/D) R/(1 − R).

The bulk mean free path has dropped out. Within this model, making the grain interiors cleaner lowers ρ₀ and raises α in the same proportion. What remains is a residual resistivity fixed by the boundaries and the electron density. The next term, (16/15)ρ₀, carries most of the remaining dependence on bulk scattering.

**Worked example: a cold interconnect**

Take rough values for a noble-metal line in a control chip near 4 K: n = 8.5 × 10²² cm⁻³, λ = 4000 nm, D = 20 nm and R = 0.30. The Fermi wavenumber is k_F = (3π²n)^(1/3) = 13.60 nm⁻¹, and ρ₀λ = 65.74 μΩ cm nm. (The unit label of this entry in the numerical output ends in a stray "/10", which should be ignored; the number itself is in μΩ cm nm.) Hence

ρ₀ = 65.74/4000 = 0.01644 μΩ cm,
α = (4000/20)(0.30/0.70) = 85.71.

The stable routine gives S = 0.008669, so ρ/ρ₀ = 115.35 and

ρ = 0.01644 × 115.35 = 1.90 μΩ cm = 19.0 nΩ m.

The four-thirds law gives 1.88 μΩ cm, which is 0.92 % lower, in agreement with 4/(5α) = 0.93 %. Halving λ at fixed D and R raises ρ by 0.92 %, although it doubles ρ₀.

For comparison, set λ = 40 nm as a rough room-temperature value, with D and R unchanged. Then α = 0.857, ρ₀ = 1.64 μΩ cm and ρ = 3.59 μΩ cm. Between the two cases ρ₀ falls by a factor of 100, while the model's line resistivity falls by a factor of 1.9.

Double precision handles the closed form at α = 85.71 without difficulty. Single precision does not. It returns S = 0.0293 with the plain logarithm and 0.00879 with log1p, against 0.00867 from the series. The log1p value looks acceptable by luck. Near α² ≈ 7350, single-precision numbers are 2⁻¹¹ ≈ 4.9 × 10⁻⁴ apart, so S/3 ≈ 0.00289 is represented by about six such steps. For α between 80 and 90 the largest relative errors found are 14.8 for the plain logarithm, 0.40 for log1p and 1.6 × 10⁻⁷ for the stable routine. The first agrees in size with the estimate 4α⁴u, which is about 13 at α = 85.71.

Larger α can arise during parameter fitting. With λ/D = 200, a trial value R = 0.98 gives α ≈ 10⁴, where the plain logarithm has already failed in double precision.

**How far the physical number can be trusted**

The chosen λ describes very clean grain interiors. Impurities and defects in a real narrow line may make it much shorter, but the result depends weakly on λ while α remains large. Rough side walls can matter far more. For a square line 40 nm wide with fully diffuse walls, and the same boundary rate, the calculated resistivity rises from 1.90 to 3.28 μΩ cm, an increase of 73 %. The reason is a comparison of lengths: an electron moving nearly along the line has an effective path λ/(1 + α) ≈ 46 nm, comparable with the width. Because the walls end most flights after a few tens of nanometres, comparable with D, the uniform rate is only approximate here even though λ is much longer than D: equally spaced discrete planes with the same reflection law give about 3.15 μΩ cm, an increase of about 66 %. Smoother walls would have a smaller effect.

The angular law of reflection also has a large effect. If the reflection probability did not depend on angle, the relaxation rate 2W due to the boundaries would follow the rate of encounters and be α|μ|/τ. Then

S = 3 ∫₀¹ μ²/(1 + αμ) dμ ≈ 3/(2α)

at large α, and the ratio would approach 2α/3, half the previous value. For the example, with the rate at normal incidence held fixed, ρ becomes 0.96 μΩ cm, a decrease of 49 %. A value of R fitted with one angular law should therefore not be carried over to the other.

The neglect of interference is a further assumption. The usual weak-localization estimate for a narrow wire, Δρ/ρ ≈ (2Q²/h)Lρ/A with h Planck's constant, an assumed phase-coherence length L = 1000 nm and a 40 nm square section A, gives about 0.09 % with the wall-free resistivity and about 0.16 % with diffuse walls. Strong spin-orbit scattering would reverse the sign and halve the size, so only the order, a tenth of a percent, is meaningful. That estimate supposes boundaries irregular enough to mix transverse directions. Perfectly flat, fully coherent planes at random spacings would instead make each transverse channel a one-dimensional disordered conductor, whose states are localized, and the Boltzmann description would fail. The stable routine evaluates S(α) to many digits, but the variants considered here spread the resistivity of this line from about 1 to 3.3 μΩ cm. The model therefore supports its order of magnitude and no finer statement.

Numbers as computed

```
ALGORITHM
switch alpha = 4.0, series terms = 26
truncation bound at switch (relative) = 3.7e-17
worst relative error, alpha 1e-3 to 1e8 = 2.2e-14
worst relative error, alpha 2 to 4 = 4.3e-14
worst relative error, alpha 4.01 to 8 = 1.9e-16
error growth exponent with log1p = 2.90
error growth exponent with plain log = 3.99
DOUBLE PRECISION S: alpha, plain log, log1p, stable
1e+02  7.440496e-03  7.440496e-03  7.440496e-03
1e+03  7.497305e-04  7.494008e-04  7.494005e-04
1e+04  1.080036e-04  7.496774e-05  7.499400e-05
1e+05 -1.965237e-01  5.722046e-06  7.499940e-06
1e+06  2.467998e+02  0.000000e+00  7.499994e-07
RATIO rho/rho0: alpha, stable, 4*alpha/3, difference
1 2.37779 1.33333 1.04446
10 14.39665 13.33333 1.06332
100 134.39965 133.33333 1.06631
1000 1334.39996 1333.33333 1.06663
EXAMPLE INPUTS (rough)
electron density = 8.5e+22 cm^-3
bulk mean free path, cold = 4000 nm
bulk mean free path, room temperature = 40 nm
boundary spacing = 20 nm; width = 40 nm
conventional R = 0.30; R/(1-R) = 0.42857
delta-plane reflection for same alpha = 0.1765
EXAMPLE RESULTS
Fermi wavenumber = 13.602 nm^-1
rho0*lambda = 65.743 microohm cm nm /10
alpha = 85.7143; S = 0.0086691; rho/rho0 = 115.3520
rho0 cold = 0.01644 microohm cm
line resistivity cold = 1.8959 microohm cm
same = 18.959 nanoohm m
four-thirds estimate = 1.8784 microohm cm
its relative error = -0.924 %
alpha at room temperature = 0.8571
rho0 room temperature = 1.6436 microohm cm
line, room temperature = 3.5914 microohm cm
SINGLE PRECISION AT EXAMPLE ALPHA
S: log 0.029297, log1p 0.008789, stable 0.008669
worst relative error, alpha 80-90: log 14.80, log1p 0.398, stable 1.6e-07
NEGLECTED EFFECTS
with diffuse side walls = 3.2839 microohm cm
change from side walls = 73.2 %
angle-independent reflection = 0.9604 microohm cm
change from angle law = -49.3 %
change if bulk path is halved = 0.92 %
effective mean free path = 34.68 nm
kF * effective path = 472
weak localization, 1000 nm phase length = 0.092 %
```
